# Output admittance of a transistor with one drain-responsive trap, part 2

At fixed gate voltage, a transistor's drain voltage $V$ changes both its current $I$ and the filled fraction $f$ of its electron traps. We seek the output admittance $Y(\omega)$, with the convention $e^{+j\omega t}$ and complex amplitudes $v$ of drain voltage and $i$ of drain current. Currents and conductances are per gate width.

The filling obeys $df/dt=F$, with capture rate $c$ and emission rate $e$:

$$F=c\,(1-f)-e f. \tag{26}$$

$$c=\sigma v_{\rm th}n,\quad
n=n_{\rm r}\,e^{(V-V_0)/V_{\rm s}-\gamma f},\quad
e=\sigma v_{\rm th}N_{\rm c}\,e^{-E_{\rm t}/k_{\rm B}T}. \tag{27}$$

Here $n$ is the free-electron density near the traps ($n_{\rm r}$ at $V=V_0$, $f=0$), $V_0$ the bias voltage, $V_{\rm s}$ the filling voltage scale, $\gamma$ the repulsion by filled traps, $\sigma$ the capture cross-section, $v_{\rm th}$ the thermal speed, $N_{\rm c}$ the effective density of band states, $E_{\rm t}$ the trap depth and $T$ the channel temperature. The lifetime $\tau$ of a filling disturbance and the slope of the steady filling $f_{\rm s}(V)$, with $F_V=\partial F/\partial V$, are

$$\frac1\tau=c+e+\gamma c(1-f). \tag{28}$$

$$\frac{df_{\rm s}}{dV}=\tau F_V
=\frac{1}{V_{\rm s}}\,\frac{f(1-f)}{1+\gamma f(1-f)}. \tag{29}$$

The effective gate overdrive and the current are

$$U=U_{\rm g}+\eta V-Sf, \tag{30}$$

$$I=C_{\rm g}v_{\rm s}\,\frac{U^2}{U+U_{\rm s}}\,\left[1-\alpha(T-T_{\rm b})\right], \tag{32}$$

with gate drive $U_{\rm g}$, drain coupling $\eta$, $S=qN_{\rm t}/C_{\rm g}$, trap sheet density $N_{\rm t}$, barrier capacitance per area $C_{\rm g}=\varepsilon/d$ (permittivity $\varepsilon$, thickness $d$), carrier velocity $v_{\rm s}$, smoothing voltage $U_{\rm s}$, current loss per kelvin $\alpha$ and baseplate temperature $T_{\rm b}$. With $g_{\rm m}=\partial I/\partial U$, the frozen-trap conductance, dispersion and static conductance are

$$g_\infty=\eta g_{\rm m},\qquad
\Delta g=g_{\rm m}S\frac{df_{\rm s}}{dV},\qquad
g_0=g_{\rm m}\left(\eta-S\frac{df_{\rm s}}{dV}\right). \tag{31}$$

With $x=\omega\tau$ and ordinary drain capacitance $C$,

$$Y(\omega)=g_\infty-\frac{\Delta g}{1+j\omega\tau}+j\omega C. \tag{15}$$

The trap-related part $B_{\rm t}={\rm Im}\,Y-\omega C$ has a peak (a trough if $\Delta g<0$):

$$|B_{\rm t}|_{\max}=\frac{|\Delta g|}{2}\quad\text{at}\quad\omega=\frac1\tau. \tag{19}$$

For $\Delta g>0$, ${\rm Im}\,Y$ itself has a local maximum only if

$$C<\frac{\Delta g\,\tau}{8}. \tag{25}$$

The text opened with two factors for the example below: 2 for $g_\infty/g_0$, and 2.4 for the error if the peak frequency is taken for the emission rate.

### A worked device

The example borrows its trap depth, barrier and mass from a gallium nitride transistor with an iron-doped buffer; the other parameters are chosen for illustration. Its trap has $E_{\rm t}=0.57$ eV, $\sigma=10^{-15}$ cm² and $N_{\rm t}=5\times10^{11}$ cm⁻². The barrier is 20 nm thick with relative permittivity 9, and the electron mass is 0.20 of the free mass. The filling law has $V_{\rm s}=8$ V, $\gamma=1$ and $n_{\rm r}=3\times10^{10}$ cm⁻³. The current law has $U_{\rm g}=0.25$ V, $\eta=0.010$, $v_{\rm s}=10^7$ cm/s, $U_{\rm s}=2$ V and $\alpha=0.2$ % per kelvin. The drain is at 20 V and the baseplate at 350 K.

The self-consistent current is 21.0 mA/mm. With a thermal resistance of 5 K mm/W, the channel is $5\times20\times0.0210=2.1$ K warmer than the baseplate, at 352.1 K. There $e=516$ s⁻¹ and $c=482$ s⁻¹, so $f=482/(482+516)=0.483$. Equation (28) gives

$$\frac1\tau=482.4+516.2+482.4\times0.5169=1248\ {\rm s^{-1}},\qquad \tau=0.801\ {\rm ms}. \tag{33}$$

The peak is expected at $1248/(2\pi)=199$ Hz. Emission alone would put it at 82 Hz.

For the dispersion, $f(1-f)=0.250$, and Eq. (29) gives $df_{\rm s}/dV=0.250/(8\times1.250)=0.0250$ V⁻¹. With $S=0.201$ V and $g_{\rm m}=110.1$ mS/mm, Eq. (31) yields

$$g_\infty=1.101,\qquad \Delta g=110.1\times0.201\times0.0250=0.553,\qquad g_0=0.548, \tag{34}$$

all in mS/mm. The predicted peak is $0.553/2=0.276$ mS/mm.

As a test, the nonlinear trap equation was integrated in time at constant temperature under a sinusoidal drain voltage of amplitude 0.02 V, and the fundamental of the current was extracted. The largest imaginary part was 0.276 mS/mm at $\omega\tau=1.000$. At $\omega\tau=0.268$ and 3.73 it was 0.138 mS/mm, half the peak. Reversing the sign of $V_{\rm s}$ at the same bias point gave $-0.276$ mS/mm at $\omega\tau=1$. With a drain amplitude of 2 V the response at the peak frequency was 0.4 % below $\Delta g/2$, so the linear result holds well at this amplitude. The deficit grows roughly as the square of the amplitude, to 2.7 % at 5 V and 10 % at 10 V.

The apparent capacitance $\Delta g\,\tau$ is 0.44 µF/mm. Condition (25) allows an ordinary capacitance up to 55 nF/mm, far above the assumed 0.3 pF/mm. The displacement current of the trapped charge is at most about $10^{-8}$ of the trap-related conduction current at $\omega=1/\tau$, even if all charge under a 0.25 µm gate is assigned to the drain.

### A spread of lifetimes

Suppose there are several independent trap groups, with dispersions $\Delta g_k$ of one sign and lifetimes $\tau_k$. Their linear responses add:

$$B_{\rm t}=\sum_k\Delta g_k\frac{\omega\tau_k}{1+\omega^2\tau_k^2}. \tag{35}$$

Each term reaches half its own dispersion at its own frequency. The sum therefore stays below half the total dispersion unless all lifetimes agree. The area over logarithmic frequency is unaffected, because for each group, with $x=\omega\tau_k$,

$$\int_{-\infty}^{\infty}\frac{x}{1+x^2}\,d\ln\omega
=\int_0^\infty\frac{dx}{1+x^2}=\frac\pi2. \tag{36}$$

The area is thus $\pi\Delta g/2$ for any sum of such relaxations, whatever their origin. For a small signal, a peak lower than $\Delta g/2$ points to more than one time constant, but not necessarily to several traps: the single trap with self-heating treated below peaks at 0.254 mS/mm, 2 % under half its total dispersion, $(1.101-0.583)/2=0.259$ mS/mm. For a Gaussian spread of $\ln\tau$ with standard deviation 0.5, the peak is 0.90 of the single-lifetime value. Groups that share one free density are coupled through $\gamma$ and are not independent. With the same spread placed in the cross-section, the factor stays 0.90 at $\gamma=1$ but rises to 0.97 at $\gamma=33$.

### Access resistances

Let $R_{\rm s}$ and $R_{\rm d}$ be the source and drain access resistances, and $R=R_{\rm s}+R_{\rm d}$. A current $i$ reduces the internal drain voltage to $v-iR$ and makes the internal gate voltage $-iR_{\rm s}$. Neglect $C$, and let the traps respond to the internal drain voltage alone. Then $i=Y(v-iR)-g_{\rm m}R_{\rm s}i$, so

$$Y_{\rm ext}=\frac{Y}{A+RY},\qquad A=1+g_{\rm m}R_{\rm s}. \tag{37}$$

Inserting $Y=(g_0+jxg_\infty)/(1+jx)$ gives

$$Y_{\rm ext}=\frac{g_0+jxg_\infty}{a_0+jxa_\infty},\qquad
a_0=A+Rg_0,\quad a_\infty=A+Rg_\infty. \tag{38}$$

This is again a single-lifetime response, with limits $g_0/a_0$ and $g_\infty/a_\infty$ and lifetime $\tau a_\infty/a_0$. The half-dispersion rule survives for the external quantities. With $R_{\rm s}=0.4$ and $R_{\rm d}=1.0$ Ω mm, the dispersion falls by 4.4 % and the peak frequency by less than 0.1 %.

### Self-heating

A higher drain voltage also heats the channel. If the free density $n$ does not depend on temperature, as Eq. (27) assumes, heat empties the traps. From Eq. (27), $e/c\propto T^{3/2}e^{-E_{\rm t}/k_{\rm B}T}$ at fixed $n$, so

$$\kappa=\frac{d\ln(e/c)}{dT}=\frac1T\left(\frac{E_{\rm t}}{k_{\rm B}T}+\frac32\right)\approx0.058\ {\rm K^{-1}}. \tag{39}$$

Differentiating $\ln[f/(1-f)]=\ln(c/e)$ along the static curve replaces $1/V_{\rm s}$ in Eq. (29) by $1/V_{\rm s}-\kappa\,dT/dV$. The static conductance with heating is 0.583 mS/mm, so $dT/dV=5\,(0.0210+20\times0.000583)=0.16$ K/V. Thus $\kappa\,dT/dV=0.009$ V⁻¹, against $1/V_{\rm s}=0.125$ V⁻¹: the filling responds about 7.5 % less.

A linearized calculation with a thermal time of 10 µs, much shorter than $\tau$, gives a peak of 0.254 mS/mm at 194 Hz. This is 8 % lower in height and 2.5 % lower in frequency than the constant-temperature result. Both shifts depend on the thermal time: with 1 ms, close to $\tau$, the peak is 0.259 mS/mm at 215 Hz, above the constant-temperature frequency. This height equals half the total dispersion, and with 3 ms the peak is 0.270 mS/mm, above it. A peak of full height therefore does not prove a single time constant. A real device has a range of thermal times rather than one.

These shifts rest on a free density that does not depend on temperature. At the bias point $n$ is $6.5\times10^{-9}$ of $N_{\rm c}$, as for a Fermi level about 0.57 eV below the band edge. If $n$ is instead a thermal tail $N_{\rm c}e^{-\phi/k_{\rm B}T}$, with a barrier $\phi$ that depends on $V$ and $f$ but not on $T$, then $\ln(c/e)=(E_{\rm t}-\phi)/k_{\rm B}T$, and $\kappa$ is close to zero near half filling. The peak with a thermal time of 10 µs is then 0.275 mS/mm at 199 Hz, and the cancellation of the static filling response described below does not occur up to 0.8 A/mm.

### The real device

The trap depth is a rough value for the level associated with iron in gallium nitride buffers. The filling law, the active trap density and the access and thermal resistances are chosen round numbers. In particular, $\gamma$ and $n_{\rm r}$ are not derived from electrostatics. In a one-dimensional equilibrium estimate with the trapped charge as the only source of field below the channel, so low a free density is reached only at a depth $z$ of about 100 nm. There $\gamma\approx q^2N_{\rm t}z/(\varepsilon k_{\rm B}T)$ is 33 for $z=100$ nm, rather than 1. At the same $c$, $e$ and $f$ this would make $1/\tau$ about 18 times $e$ and reduce $\Delta g$ to about 0.075 mS/mm. Since $S$ and $\gamma$ are then both proportional to $N_{\rm t}$, more traps at the same depth add little: at fixed $g_{\rm m}$, Eqs. (29) and (31) bound $\Delta g$ by $g_{\rm m}S/(\gamma V_{\rm s})=g_{\rm m}d\,k_{\rm B}T/(qzV_{\rm s})$, about 0.083 mS/mm. The factors 2 and 2.4 quoted at the start therefore belong to the chosen parameters and are not predictions for a real device. The current of 21 mA/mm is far below the several hundred mA/mm of a power transistor in its on state, and was chosen to keep heating small. With $\kappa$ kept at the value in Eq. (39), heating would cancel the static trap response when $dT/dV=1/(\kappa V_{\rm s})$, or about 2 K/V. At 5 K mm/W this needs $I+V\,dI/dV$ of roughly 0.4 A/mm along the static curve. Because $\kappa$ falls as the channel warms, raising $U_{\rm g}$ in the model reaches cancellation later, near 2.9 K/V and 0.6 A/mm at about 410 K. What cancels there is the static change of filling, not the out-of-phase current. The current loss $\alpha$ then gives a thermal dispersion of its own, about 4 mS/mm, and with a thermal time of 10 µs the imaginary part at $\omega=1/\tau$ is 0.39 mS/mm, against 0.23 mS/mm at constant temperature. At high current the constant-temperature model can therefore fail altogether.

Temperature also moves the peak. A baseplate 10 K warmer, with the free-density law unchanged, raises its frequency from 199 to 290 Hz; with the thermal-tail density it would rise to about 350 Hz. A field $\mathcal E$ also assists emission: an electron can be lifted thermally to an energy $u$ below the band edge and tunnel out through a triangular barrier. Relative to emission over the top, this path has the weight $\exp[u/k_{\rm B}T-4\sqrt{2m}\,u^{3/2}/(3\hbar q\mathcal E)]$, where $m$ is the electron mass in the crystal. Setting the derivative of the exponent with respect to $u$ to zero gives $u=(q\hbar\mathcal E)^2/[8m(k_{\rm B}T)^2]$ and the greatest weight $\exp[(q\hbar\mathcal E)^2/(24m(k_{\rm B}T)^3)]$. Taken as a rough enhancement factor, this raises emission by 6 % at the mean drift field of 0.10 MV/cm, and by a factor of 2.7 at 0.42 MV/cm, a field that may occur near the gate edge. If the field is proportional to the drain voltage, $e$ also depends on $V$, and $1/V_{\rm s}$ in Eq. (29) is replaced by $1/V_{\rm s}-d\ln e/dV$. For a factor $\exp(b\mathcal E^2)$ the slope is $2b\mathcal E^2/V$, which is 0.006 V⁻¹ at the mean field and 0.10 V⁻¹ at 0.42 MV/cm, against $1/V_{\rm s}=0.125$ V⁻¹. The peak then falls by 4 % in the first case, and to 0.05 mS/mm at about 390 Hz in the second. The second value is a near-cancellation: it is 0.07 mS/mm at 0.40 MV/cm, 0.02 mS/mm at 0.45 MV/cm, and a trough at 0.50 MV/cm. Both values also depend on keeping the best path alone. Adding to emission over the top the weights of all $u$, integrated over $du/k_{\rm B}T$, gives a factor of 2.2 and a peak 27 % lower at the mean field, and a factor of 16 with a trough at 0.42 MV/cm. These estimates are for a trap that is neutral when empty. If it is positively charged when empty, the field lowers its Coulomb barrier by $\sqrt{q^3\mathcal E/(\pi\varepsilon)}$, or 0.08 eV at the mean field. This raises emission by a factor of 14 along the field, or about 4 averaged over directions, and lowers the peak to 0.06 or 0.15 mS/mm. The mean field is about 3 % of a rough breakdown field, but this says nothing about the local maximum. The free density is below $10^{-8}$ of $N_{\rm c}$, so Boltzmann statistics are safe. Since $v_{\rm th}N_{\rm c}$ is proportional to the mass in this isotropic model, a small error in the mass causes an equal relative error in $e$.

With the chosen filling law and field-independent emission, the assumed lifetime spread and self-heating lower the peak height by 10 % and 8 %. The uncertainty of the filling law itself is much larger: $\gamma\approx30$ would lower the peak by about 85 %, and a local field of 0.42 MV/cm that follows the drain voltage would lower it by about 80 % with the best-path factor. The numerical output below lists the remaining values.

## Table of computed values

```
trap depth 0.57 eV, cross-section 1.0e-15 cm2
trap sheet density 5.0e+11 cm-2, barrier 20 nm
relative permittivity 9.0, mass 0.20 m_e
drain bias 20 V, filling voltage 8 V, gamma 1.0
reference free density 3.0e+10 cm-3
gate drive 0.25 V, drain coupling 0.010 V/V
velocity 1.0e+07 cm/s, smoothing voltage 2.0 V
baseplate 350 K, thermal resistance 5.0 K mm/W
thermal time 10 us, current loss 0.2 %/K
channel temperature 352.10 K
drain current 20.998 mA/mm, transconductance 110.09 mS/mm
full-trap threshold shift 0.2011 V
filled fraction 0.4831, its drain slope 0.02498 1/V
emission rate 516.2 1/s
capture rate 482.4 1/s
feedback rate 249.4 1/s
total relaxation rate 1248.0 1/s
lifetime 0.8013 ms, from free relaxation 0.8013 ms
static conductance g_0 0.5480 mS/mm
frozen-trap conductance g_inf 1.1009 mS/mm
dispersion dg 0.5528 mS/mm, half of it 0.2764 mS/mm
w*tau | simulated Re, Im | formula Re, Im (mS/mm)
 0.1000 | 0.5535, 0.0547 | 0.5535, 0.0547
 0.2679 | 0.5851, 0.1382 | 0.5851, 0.1382
 1.0000 | 0.8244, 0.2764 | 0.8244, 0.2764
 3.7321 | 1.0638, 0.1382 | 1.0638, 0.1382
30.0000 | 1.1002, 0.0184 | 1.1002, 0.0184
simulated peak: w*tau 1.0000, height 0.2764 mS/mm
peak frequency 1/(2 pi tau) 198.6 Hz
frequency from emission alone 82.2 Hz
opposite trap: dg -0.5528, Im Y at w*tau=1 -0.2764 mS/mm
with self-heating: peak 0.2543 mS/mm at 193.6 Hz
static conductance with self-heating 0.5827 mS/mm
baseplate 10 K warmer: peak frequency 289.6 Hz
ln(tau) spread 0.5: peak times 0.902
access resistances 0.4 and 1.0 ohm mm: dispersion times 0.9557
access resistances: peak frequency times 0.99926
drain capacitance 0.3 pF/mm, C/(dg tau) 6.8e-07
capacitance limit dg tau/8 55.4 nF/mm
trap displacement / conduction part, at most 1.1e-08
drain amplitude 2 V: peak-frequency Im Y times 0.9957
gate length 0.25 um, drift length 2.0 um
mean drift field 0.100 MV/cm, over rough breakdown field 0.030
tunnelling raises emission by factor 1.058 at mean field
field for a factor e in emission 0.42 MV/cm
free density / band density 6.5e-09
```
